\section*{The lambda-SOAP covariant kernel and the rotation of dipoles and polarisabilities}

\section{One neighbour: a case that can be seen through}

Let a central atom have one neighbour at $\mathbf a$, and let a second environment have one neighbour at $\mathbf b$. Each neighbour is represented by a Gaussian $\exp(-|\mathbf r-\mathbf a|^2/2\sigma^2)$. When the second environment is turned by an orthogonal matrix $R$, the two densities overlap by
\begin{equation}
S(R)=(\pi\sigma^2)^{3/2}\exp\!\left(-\frac{|\mathbf a-R\mathbf b|^2}{4\sigma^2}\right).
\end{equation}
To compare vectors attached to the two environments, average the matrix $R$ itself, weighted by the squared overlap:
\begin{equation}
k^1=\int_{O(3)}dR\,R\,S(R)^2 .
\end{equation}
The measure $dR$ is the invariant (Haar) measure on all rotations and reflections, with total weight one.

Write $a=|\mathbf a|$, $b=|\mathbf b|$, and mark unit vectors by hats. The weight depends on $R$ through $R\mathbf b$ only:
\begin{equation}
S(R)^2=C\,e^{x\,\hat{\mathbf a}\cdot R\hat{\mathbf b}},\quad
C=(\pi\sigma^2)^3e^{-(a^2+b^2)/2\sigma^2},\quad x=\frac{ab}{\sigma^2}.
\end{equation}
Take $\mathbf v\perp\mathbf b$ and let $P$ be the half-turn about $\hat{\mathbf b}$. Replacing $R$ by $RP$ leaves the weight unchanged and turns $R\mathbf v$ into $-R\mathbf v$, so $k^1\mathbf v=0$. For $\hat{\mathbf b}$ itself, $\mathbf u=R\hat{\mathbf b}$ is uniform on the sphere. The components of $\mathbf u$ normal to $\hat{\mathbf a}$ average to zero, and with $t=\hat{\mathbf a}\cdot\mathbf u$
\begin{equation}
k^1\hat{\mathbf b}=\hat{\mathbf a}\,\frac C2\int_{-1}^{1}t\,e^{xt}dt
=\hat{\mathbf a}\,C\left(\frac{\cosh x}{x}-\frac{\sinh x}{x^2}\right).
\end{equation}
Hence $k^1=\kappa\,\hat{\mathbf a}\hat{\mathbf b}^{T}$, where $\kappa$ depends on lengths only. A prediction built from training environments $\mathbf b_j$ with weight vectors $\mathbf w_j$ is
\begin{equation}
\mathbf y(\mathbf a)=\sum_j k^1(\mathbf a,\mathbf b_j)\mathbf w_j
=\hat{\mathbf a}\sum_j\kappa(a,b_j)\,\hat{\mathbf b}_j\cdot\mathbf w_j .
\end{equation}
It points along the bond and turns with it, whatever the weights. For small $x$ the bracket tends to $x/3$: a neighbour that moves onto the centre no longer defines a direction, and the prediction vanishes.

\section{Conventions and theorem}

An environment $X$ is a set of neighbour positions $\mathbf r_i$ relative to a central atom, with density
\begin{equation}
\rho_X(\mathbf r)=\sum_i e^{-|\mathbf r-\mathbf r_i|^2/2\sigma^2}.
\end{equation}
Translations and relabelling of like atoms leave it unchanged. An orthogonal $Q$ maps $\mathbf r_i$ to $Q\mathbf r_i$, so $\rho_{QX}(\mathbf r)=\rho_X(Q^{-1}\mathbf r)$.

A dipole is a tensor of order $\lambda=1$. A symmetric polarisability splits into its trace, $\lambda=0$, and a traceless part, $\lambda=2$. Let $E_\mu$, $\mu=1,\dots,5$, be symmetric traceless matrices with $\mathrm{tr}(E_\mu E_\nu)=\delta_{\mu\nu}$, and set
\begin{equation}
D^0=1,\qquad D^1(Q)=Q,\qquad D^2_{\mu\nu}(Q)=\mathrm{tr}(E_\mu QE_\nu Q^{T}).
\end{equation}
The last definition says $QE_\nu Q^T=\sum_\mu D^2_{\mu\nu}(Q)E_\mu$. Therefore $D^2(QQ')=D^2(Q)D^2(Q')$, and $D^2$ is orthogonal because $Q(\cdot)Q^T$ preserves the trace product. Under inversion $D^\lambda(-1)=(-1)^\lambda$, as for true tensors.

\textbf{Theorem.} Define
\begin{equation}
k^\lambda(X,X')=\int_{O(3)}dR\,D^\lambda(R)\,S(R)^2,\qquad
S(R)=\int\rho_X(\mathbf r)\rho_{X'}(R^{-1}\mathbf r)\,d\mathbf r .
\label{eq:def}
\end{equation}
For $\lambda=0,1,2$:

(a) $k^\lambda(QX,Q'X')=D^\lambda(Q)\,k^\lambda(X,X')\,D^\lambda(Q')^T$ for all orthogonal $Q,Q'$.

(b) $k^\lambda(X,X')=p^\lambda(X)\,p^\lambda(X')^T$ with explicit features $p^\lambda$, so the kernel is positive semidefinite.

(c) Any prediction $y(X)=\sum_jk^\lambda(X,X_j)w_j$ obeys $y(QX)=D^\lambda(Q)y(X)$.

\section{Proof of covariance}

Write $S_{X,X'}$ for the overlap. Substituting $\mathbf r=Q\mathbf s$, with $|\det Q|=1$,
\begin{align}
S_{QX,Q'X'}(R)&=\int\rho_X(Q^{-1}\mathbf r)\,\rho_{X'}(Q'^{-1}R^{-1}\mathbf r)\,d\mathbf r\nonumber\\
&=\int\rho_X(\mathbf s)\,\rho_{X'}\big((Q^{-1}RQ')^{-1}\mathbf s\big)\,d\mathbf s
=S_{X,X'}(Q^{-1}RQ').
\end{align}
Now set $T=Q^{-1}RQ'$, so $R=QTQ'^{-1}$. The Haar measure is unchanged by multiplication from either side, hence
\begin{align}
k^\lambda(QX,Q'X')&=\int dT\,D^\lambda(QTQ'^{-1})\,S_{X,X'}(T)^2\nonumber\\
&=D^\lambda(Q)\,k^\lambda(X,X')\,D^\lambda(Q')^T ,
\end{align}
which is (a). Setting $Q'=1$ in each term of the prediction gives (c). Neither result uses the accuracy of the model.

\section{Proof of the feature formula}

\textbf{Lemma 1 (overlap).} Expand $\rho_X=\sum_{nlm}c_{nlm}g_n(r)Y_{lm}(\hat{\mathbf r})$ in orthonormal radial functions and real orthonormal harmonics. Let $D^l$ be defined by $Y_l(Q\hat{\mathbf r})=D^l(Q)Y_l(\hat{\mathbf r})$, with $Y_l$ a column. Then $c_{nl}(QX)=D^l(Q)c_{nl}(X)$ and
\begin{equation}
S(R)=\sum_{nl}c_{nl}(X)^T D^l(R)\,c_{nl}(X').
\label{eq:S}
\end{equation}
\emph{Proof.} Since $D^l$ is orthogonal, $c_{nl}^TY_l(Q^{-1}\hat{\mathbf r})=c_{nl}^TD^l(Q)^TY_l(\hat{\mathbf r})=(D^l(Q)c_{nl})^TY_l(\hat{\mathbf r})$. Orthonormality then gives (\ref{eq:S}).

For the Gaussians, use $e^{xt}=\sum_l(2l+1)i_l(x)P_l(t)$ with $i_l(x)=\frac12\int_{-1}^1e^{xt}P_l(t)dt$, the modified spherical Bessel function, and the addition theorem $(2l+1)P_l(\hat{\mathbf r}\cdot\hat{\mathbf r}_i)=4\pi\sum_mY_{lm}(\hat{\mathbf r})Y_{lm}(\hat{\mathbf r}_i)$. The coefficient of $Y_{lm}$ at radius $r$ is
\begin{equation}
4\pi\sum_ie^{-(r^2+r_i^2)/2\sigma^2}\,i_l(rr_i/\sigma^2)\,Y_{lm}(\hat{\mathbf r}_i).
\end{equation}
In the numerical work, multiplying this by $r\sqrt{w}$ at each radial quadrature node of weight $w$ lets the node label serve as $n$.

The output bases fit this scheme: $u_\mu=1$, $\hat r_\mu$ and $\hat{\mathbf r}^TE_\mu\hat{\mathbf r}$ for $\lambda=0,1,2$ are harmonics of degree $\lambda$ up to a common factor, and $u(Q\hat{\mathbf r})=D^\lambda(Q)u(\hat{\mathbf r})$.

\textbf{Lemma 2 (triple average).} If $|l_1-l_2|\le\lambda\le l_1+l_2$ and $\lambda+l_1+l_2$ is even, then
\begin{equation}
\int_{O(3)}dR\,D^\lambda_{\mu\mu'}D^{l_1}_{m_1m_1'}D^{l_2}_{m_2m_2'}
=t_{\mu m_1m_2}\,t_{\mu'm_1'm_2'},
\label{eq:proj}
\end{equation}
where $t$ is $G_{\mu m_1m_2}=\int u_\mu Y_{l_1m_1}Y_{l_2m_2}\,d\Omega$ scaled to unit norm. Otherwise the average is zero.

\emph{Proof.} Let $\mathcal D=D^\lambda\otimes D^{l_1}\otimes D^{l_2}$ and $\Pi=\int dR\,\mathcal D(R)$. Invariance of the measure gives $\mathcal D(Q)\Pi=\Pi$, hence $\Pi^2=\Pi$. The substitution $R\to R^{-1}$ gives $\Pi^T=\Pi$. So $\Pi$ is the orthogonal projector on the vectors that every $\mathcal D(Q)$ leaves fixed.

The number of independent vectors fixed by proper rotations equals the number of times $\lambda$ occurs in the product of $l_1$ and $l_2$. Let $N(M)$ count the pairs with $m_1+m_2=M$. For $M\ge0$ it is the smaller of $2\min(l_1,l_2)+1$ and $l_1+l_2+1-M$, or zero once $M>l_1+l_2$. The multiplicity $N(\lambda)-N(\lambda+1)$ is therefore one inside the triangle range and zero outside. Inversion multiplies such a vector by $(-1)^{\lambda+l_1+l_2}$, which removes it when the sum is odd.

The tensor $G$ is invariant, because turning all three factors only relabels the integration directions. It remains to show $G\ne0$. For $\lambda=0$ this is orthonormality. For the others, the component with all three harmonics axially symmetric about $z$ is proportional to $\int P_\lambda P_{l_1}P_{l_2}dt$. From $(2l+1)tP_l=(l+1)P_{l+1}+lP_{l-1}$ and $\int P_l^2dt=2/(2l+1)$,
\begin{align}
\int tP_lP_{l+1}dt&=\frac{l+1}{2l+1}\,\frac{2}{2l+3}>0,\\
\int P_2P_lP_{l+2}dt&=\frac32\,\frac{(l+1)(l+2)}{(2l+1)(2l+3)}\,\frac{2}{2l+5}>0 .
\end{align}
For $\lambda=2$, $l_1=l_2=l\ge1$, applying the recurrence twice gives
\begin{equation}
\frac{\int t^2P_l^2dt}{\int P_l^2dt}=\frac{(l+1)^2}{(2l+1)(2l+3)}+\frac{l^2}{(2l+1)(2l-1)}
=\frac{2l^2+2l-1}{(2l-1)(2l+3)} .
\end{equation}
With $P_2=(3t^2-1)/2$, the corresponding ratio for $P_2$ is $l(l+1)/[(2l-1)(2l+3)]>0$. These are all the allowed pairs, so $\Pi=tt^T$. Up to sign and choice of basis, $t$ is a Clebsch--Gordan coefficient divided by $\sqrt{2\lambda+1}$.

\textbf{Proof of (b).} Square (\ref{eq:S}), insert it in (\ref{eq:def}) and apply (\ref{eq:proj}). The factors belonging to $X$ and $X'$ separate:
\begin{align}
k^\lambda_{\mu\mu'}(X,X')&=\sum_{nn'l_1l_2}p^\lambda_{\mu;nn'l_1l_2}(X)\,p^\lambda_{\mu';nn'l_1l_2}(X'),\\
p^\lambda_{\mu;nn'l_1l_2}&=\sum_{m_1m_2}t_{\mu m_1m_2}\,c_{nl_1m_1}c_{n'l_2m_2}.
\label{eq:p}
\end{align}
For any weights, $\sum_{ij}w_i^Tk^\lambda(X_i,X_j)w_j=\big|\sum_jp^\lambda(X_j)^Tw_j\big|^2\ge0$.

\textbf{Truncation.} Invariance of $t$ reads $\sum D^\lambda_{\mu\nu}D^{l_1}_{m_1a}D^{l_2}_{m_2b}t_{\nu ab}=t_{\mu m_1m_2}$. Moving the last two matrices to the right-hand side,
\begin{equation}
\sum_{m_1m_2}t_{\mu m_1m_2}D^{l_1}_{m_1a}D^{l_2}_{m_2b}=\sum_\nu D^\lambda_{\mu\nu}t_{\nu ab}.
\end{equation}
With Lemma 1, each block of (\ref{eq:p}) obeys $p(QX)=D^\lambda(Q)p(X)$ separately. Cutting the sums over $n$ and $l$ changes the kernel but not its covariance. For two three-neighbour environments with $\sigma=0.8$ bohr, stopping at $l=6$ changes the $\lambda=2$ kernel by $4\times10^{-5}$ of its norm. At $l=14$ the feature formula and direct quadrature over the group agree to better than $10^{-13}$.

\section{Why reflections must be included}

If the average runs over proper rotations alone, the proof of (a) needs $T=Q^{-1}RQ'$ to run over proper rotations, so it covers only the case $\det Q=\det Q'$; for (c), which has $Q'=1$, it covers proper $Q$ only. For $\lambda=0$ nothing is lost, because the triangle rule forces $l_1=l_2$ and $\lambda+l_1+l_2$ is always even. For $\lambda=1$ and $2$, terms with odd $\lambda+l_1+l_2$ survive and in general break the covariance under reflections. The simplest has $\lambda=l_1=l_2=1$, where the invariant tensor is $\epsilon_{\mu m_1m_2}/\sqrt6$ and the feature is a cross product $\mathbf c_n\times\mathbf c_{n'}$. Under a mirror $M$,
\begin{equation}
(M\mathbf c_n)\times(M\mathbf c_{n'})=\det(M)\,M(\mathbf c_n\times\mathbf c_{n'})=-M(\mathbf c_n\times\mathbf c_{n'}),
\end{equation}
so this is an axial vector, whereas a dipole is polar.

Write the proper-rotation kernel as $k_e+k_o$, even plus odd. Mirroring $X$ gives $M(k_e-k_o)$ instead of $M(k_e+k_o)$, a relative deviation of $2\|k_o\|/\|k_e+k_o\|$. For the two test environments and $\lambda=1$ it is $4.2\times10^{-2}$, so the axial part is about 2\% of the kernel norm; for $\lambda=2$, with $D^2(M)$ in place of $M$, it is $9.3\times10^{-2}$. Under proper rotations the same kernel is covariant to rounding error.

\section{Regression and Cartesian tensors}

Let $K$ have blocks $k^\lambda(X_i,X_j)$ and let $(K+\eta I)w=y_{\rm train}$ with a scalar $\eta>0$. Suppose each training structure is turned by its own $Q_j$ together with its target. With $\mathcal B$ the block-diagonal matrix of the $D^\lambda(Q_j)$, the equations become
\begin{equation}
(\mathcal BK\mathcal B^T+\eta I)w'=\mathcal By_{\rm train}\quad\Longrightarrow\quad w'=\mathcal Bw,
\end{equation}
because $\mathcal B\mathcal B^T=I$. Then $k^\lambda(X,Q_jX_j)w_j'=k^\lambda(X,X_j)D^\lambda(Q_j)^TD^\lambda(Q_j)w_j$, and the predictions do not change. A regulariser that weights Cartesian components unequally would in general break this step.

A constant offset $d$ is covariant only if $D^\lambda(Q)d=d$ for every $Q$. Inversion excludes this for $\lambda=1$. For $\lambda=2$, a symmetric matrix unchanged by all rotations is a multiple of the identity, and being traceless it vanishes. An offset is thus allowed for $\lambda=0$ alone.

The outputs $a_0$ ($\lambda=0$) and $a_{2\mu}$ ($\lambda=2$) are assembled as
\begin{equation}
\alpha=\frac{a_0}{\sqrt3}\,\mathbf 1+\sum_\mu a_{2\mu}E_\mu .
\end{equation}
When the structure turns, $a_0$ is unchanged and
\begin{equation}
\sum_{\mu\nu}D^2_{\mu\nu}(Q)a_{2\nu}E_\mu=\sum_\nu a_{2\nu}\,QE_\nu Q^T ,
\end{equation}
so $\alpha\to Q\alpha Q^T$, while the dipole obeys $\boldsymbol\mu\to Q\boldsymbol\mu$.

\textbf{Symmetry as a limiting case.} If $QX=X$, then (c) forces $y=D^\lambda(Q)y$. An environment with inversion symmetry has zero predicted dipole. A single neighbour along $\hat{\mathbf a}$ leaves $\alpha$ unchanged by all rotations about $\hat{\mathbf a}$, so $\alpha$ is a multiple of $\mathbf 1$ plus a multiple of $\hat{\mathbf a}\hat{\mathbf a}^T$.

\textbf{Conditions on the target.} The physical property must itself be a covariant function of the structure. This holds for a non-degenerate ground state without external fields. The dipole of a system with net charge $q$ shifts by $q\mathbf d$ when the origin shifts by $-\mathbf d$, so an origin tied to the structure must then be fixed. A neutral molecule needs no such choice.

\section{Water as a worked example}

The reference is restricted Hartree--Fock in the 6-31G basis, with polarisabilities from the coupled-perturbed equations. It omits electron correlation, vibration and diffuse functions. In this basis the functions odd under reflection in the molecular plane are the two oxygen $p_z$ functions alone, which restricts the out-of-plane response. The values test the learning and are not estimates for real water. They are far from converged in the basis: for the example molecule below, Hartree--Fock in the aug-cc-pVDZ basis lowers the dipole from 1.04 to 0.79 a.u., raises $\alpha_{zz}$ from 1.4 to 7.4 a.u. and raises the mean polarisability from 4.3 to 8.3 a.u.

The oxygen atom is the centre and the hydrogens are its neighbours. Thirty distorted, randomly oriented molecules train the model. On twelve others the dipole error is 0.003\% of the root-mean-square dipole, and the anisotropic polarisability error is 0.02\% of its own root-mean-square size. These figures describe interpolation within the sampled range of geometries.

As a contrast, an invariant kernel ($\lambda=0$) was applied to each Cartesian dipole component. It assigns the same vector to a molecule in every orientation, say $\mathbf f$. Over uniformly random orientations $Q\boldsymbol\mu$ averages to zero, so the mean squared error is $|\mathbf f|^2+|\boldsymbol\mu|^2$, and on average such a model cannot beat the 100\% of the root-mean-square dipole obtained by predicting zero. Here its error is 454\%. That figure is not general: it depends on the training set and on the regulariser, here $10^{-9}$ of the mean kernel diagonal, and it tends to 100\% as $\eta\to\infty$, where the weights vanish.

Consider one further molecule in the $xy$ plane, with bonds of 1.75 and 1.90 bohr and an angle of $104^\circ$. The predicted dipole is $(0.62954,\,0.82681,\,0)$ a.u.; Hartree--Fock gives $(0.62955,\,0.82682,\,0)$. The zero follows from the mirror symmetry of the plane. Turn the molecule by $70^\circ$ about $(1,2,2)/3$. The rows of $Q$ give
\begin{align}
\mu_x'&=0.415129(0.62954)-0.480244(0.82681)=-0.1357,\nonumber\\
\mu_y'&=0.772679(0.62954)+0.634456(0.82681)=1.0110,\\
\mu_z'&=-0.480244(0.62954)+0.605666(0.82681)=0.1984 .\nonumber
\end{align}
A new prediction from the rotated coordinates gives the same three numbers, and so does a new Hartree--Fock calculation. The magnitude stays at 1.039 a.u., or 2.641 debye.

For the polarisability, the predicted components are $\alpha_{xx}=5.4075$, $\alpha_{xy}=-1.2506$, $\alpha_{yy}=5.9823$ and $\alpha_{zz}=1.3825$ a.u., with $\alpha_{xz}=\alpha_{yz}=0$ by the same mirror. The first component after rotation is
\begin{align}
\alpha_{xx}'&=Q_{xx}^2\alpha_{xx}+2Q_{xx}Q_{xy}\alpha_{xy}+Q_{xy}^2\alpha_{yy}+Q_{xz}^2\alpha_{zz}\nonumber\\
&=0.9319+0.4986+1.3797+0.8254=3.636\ \text{a.u.},
\end{align}
as predicted directly for the rotated molecule. The mean, $(5.4075+5.9823+1.3825)/3=4.257$ a.u. or 0.631 cubic angstrom, does not change.

Two kinds of error must be kept apart here. For this molecule the prediction differs from Hartree--Fock by up to about $2\times10^{-4}$ a.u. in a component of $\alpha$ (on the twelve test molecules the root-mean-square error of the mean polarisability is $4\times10^{-4}$ a.u.), which more data or a better model could reduce. The rotated prediction differs from the rotation of the first one by about $10^{-15}$ in relative terms, which is rounding. The numerical output lists the remaining components and the checks.

\section*{Numbers as computed}
\begin{verbatim}
Gaussian width: 0.8 bohr
environment X neighbour 1: 1.2 0.1 0.3 bohr
environment X neighbour 2: -0.4 1.7 0.5 bohr
environment X neighbour 3: 0.3 -0.8 2.1 bohr
environment X' neighbour 1: 0.9 -0.9 0.2 bohr
environment X' neighbour 2: 0.5 1.4 -1.1 bohr
environment X' neighbour 3: -2.0 0.3 0.9 bohr
lam=0 kernel norm from group quadrature: 25.502378 bohr^6
lam=0 feature formula, relative deviation: 4.2e-15 (lmax 14), 3.6e-07 (lmax 6)
lam=0 covariance, one side reflected, relative deviation: 2.0e-15
lam=1 kernel norm from group quadrature: 1.843036 bohr^6
lam=1 feature formula, relative deviation: 5.9e-15 (lmax 14), 1.4e-05 (lmax 6)
lam=1 covariance, one side reflected, relative deviation: 8.5e-15
lam=2 kernel norm from group quadrature: 1.273385 bohr^6
lam=2 feature formula, relative deviation: 4.8e-14 (lmax 14), 4.0e-05 (lmax 6)
lam=2 covariance, one side reflected, relative deviation: 7.1e-14
proper-rotation kernel lam=1, rotation deviation: 2.5e-14
proper-rotation kernel lam=1, mirror deviation: 4.2e-02
water data: 30 training, 12 test; O-H 1.6 to 2.1 bohr; angle 90 to 120 degrees
model lmax: 6; relative regulariser: 1e-09
test error, dipole: 0.0032 % of rms dipole
test error, anisotropic polarisability: 0.0213 % of its rms
test error, mean polarisability: 0.000426 a.u. (spread 0.7595 a.u.)
test error, dipole by invariant kernel: 454 % of rms dipole
example: O-H 1.75 and 1.90 bohr, angle 104 degrees; rotation 70 degrees about (1,2,2)/3
Q row 1: 0.415129 -0.480244 0.772679
Q row 2: 0.772679 0.634456 -0.020795
Q row 3: -0.480244 0.605666 0.634456
predicted dipole: 0.62954 0.82681 -0.00000 a.u.
Hartree-Fock dipole: 0.62955 0.82682 0.00000 a.u.
predicted dipole, rotated molecule: -0.13573 1.01101 0.19844 a.u.
Q times first prediction: -0.13573 1.01101 0.19844 a.u.
Hartree-Fock dipole, rotated molecule: -0.13573 1.01102 0.19844 a.u.
polarisability order: xx xy xz yy yz zz
predicted alpha: 5.4075 -1.2506 0.0000 5.9823 -0.0000 1.3825 a.u.
Hartree-Fock alpha: 5.4075 -1.2507 -0.0000 5.9822 0.0000 1.3826 a.u.
predicted alpha, rotated molecule: 3.6357 0.0242 -2.7432 4.4110 0.0698 4.7257 a.u.
Q alpha Q^T from first prediction: 3.6357 0.0242 -2.7432 4.4110 0.0698 4.7257 a.u.
Hartree-Fock alpha, rotated molecule: 3.6357 0.0242 -2.7432 4.4108 0.0697 4.7257 a.u.
prediction covariance deviation: dipole 8.8e-16, alpha 1.3e-15
finite-field check of alpha, largest deviation: 5.2e-05 a.u.
change after re-orienting the training set: 9.5e-11 (relative)
predicted dipole magnitude: 1.03920 a.u. = 2.6414 debye
predicted mean polarisability: 4.2574 a.u. = 0.6309 cubic angstrom
\end{verbatim}
